# Pseudo-hydrogen charges and gap cleaning at III-V and II-VI back surfaces

## Problem

A slab calculation of a semiconductor surface has an unwanted second surface at the back. Its dangling bonds are to be closed by pseudo-hydrogen atoms, one per dangling bond, each with a nuclear charge $z$ (in units of $e$) that need not be an integer and with $z$ electrons.

The crystal is tetrahedral, with cations and anions whose valences satisfy $Z_c+Z_a=8$. The back surface is cut ideally, without reconstruction. Electrons are independent and occupy orthogonal hybrids that point along the bonds. A cation hybrid has energy $+\delta$ and an anion hybrid $-\delta$. The two hybrids of a bond are coupled by $-t$, with $\delta,t>0$, and hybrids on the same atom are coupled weakly.

1. Find the $z$ that leaves the slab neutral, with every state below the gap filled and every state above it empty. Evaluate it for both terminations of III-V and II-VI crystals.
2. A (001) slab has a cation end and an anion end. Ordinary hydrogen on both ends also gives the right total number of electrons. What is wrong with it?
3. Take a chain of atoms with two hybrids each, coupled on the atom by $-w$. Show that a bare end puts a state in the gap. Find the pseudo-hydrogen levels $e$ and couplings $-h$ to the end hybrid that remove it. Does the right charge suffice?
4. Evaluate the chain for $\delta=0.08$, $t=0.15$ and $w=0.12$ hartree. These are round model parameters and describe no particular material.

## Solution

### 1. Counting states and electrons

**States.** A single bond has the Hamiltonian

$$
\begin{pmatrix}\delta&-t\\-t&-\delta\end{pmatrix},\qquad E=\pm R,\qquad R=\sqrt{\delta^2+t^2}.
$$

Call a pseudo-hydrogen *matched* if it imitates the missing hybrid: its level is minus the energy of the end hybrid, and its coupling is $-t$. With matched pseudo-hydrogens every orbital of the slab belongs to one bond. Without the coupling on the atoms, a slab with $B$ bonds therefore has $B$ states at $-R$ and $B$ at $+R$.

Now let any two of the four hybrids on an atom be coupled by $-w_3$. This adds the block $-w_3(J-1)$, where $J$ is the $4\times4$ matrix of ones. $J$ has eigenvalue 4 once and 0 three times, so the block has eigenvalues $-3w_3$ and $+w_3$. On the pseudo-hydrogens the added term is zero. By Weyl's inequality, adding a Hermitian matrix shifts each eigenvalue, in ascending order, by no less than its lowest and no more than its highest eigenvalue. Hence

$$
E_1,\dots,E_B\le -R+w_3,\qquad E_{B+1},\dots,E_{2B}\ge R-3w_3 .
$$

If $w_3<R/2$, the interval between these limits is empty, and the number of states below it equals the number of bonds.

**Electrons.** Take a (001) slab with equal ends: $n+1$ planes of the end species, of valence $Z$, alternating with $n$ planes of the other species, of valence $8-Z$. Count per surface cell, with one atom per plane. Each atom of the other species has four bonds, all to atoms of the end species, which makes $4n$. Each end atom has two dangling bonds, so four pseudo-hydrogens add four bonds, and $B=4n+4$. Filling these states with two electrons each and requiring neutrality gives

$$
(n+1)Z+n(8-Z)+4z=2(4n+4).
$$

The left side is $Z+8n+4z$, so $4z=8-Z$ and

$$
\boxed{z=\frac{8-Z}{4}=2-\frac Z4 .}
$$

The four charges are equal by symmetry: the two on one atom are equivalent, and the fourfold rotation-reflection about the central atom exchanges the ends.

| End atom | $Z$ | $z$ |
|---|---|---|
| III (cation) | 3 | 1.25 |
| V (anion) | 5 | 0.75 |
| II (cation) | 2 | 1.50 |
| VI (anion) | 6 | 0.50 |

For a group-IV crystal $Z=4$ and $z=1$, which is ordinary hydrogen. The formula has a local reading: an atom of valence $Z$ brings $Z/4$ electrons to each of its four bonds, and the pseudo-hydrogen supplies the rest of the pair. That rest, $(8-Z)/4$, is what the missing neighbour would have brought. The derivation above used a surface with one species. On a surface such as (110), with equal numbers of cation and anion dangling bonds, neutrality and filling fix only the sum $z_c+z_a=2$ of the charges on cation and anion, and it is the local reading that selects the separate values.

As an example, a III-V slab of 11 planes with cation ends has 24 states below the gap, which hold 48 electrons. The atoms bring $6\times3+5\times5=43$. The missing 5 are shared by four pseudo-hydrogens, 1.25 each.

With ordinary hydrogen on such a slab, each surface cell has $2(1-z)$ surplus electrons. This is $-0.5$ for a III-V cation end, that is, half a hole in the valence band, and $+0.5$ for an anion end, where the electrons enter the conduction band. For II-VI the numbers are $-1$ and $+1$.

The count presupposes the bonds of the ideal surface. If back-surface atoms form new bonds among themselves, the number of states below the gap must be counted again.

### 2. Why the total count is not enough

In a slab with one cation end and one anion end, the two charges satisfy $z_c+z_a=4-(Z_c+Z_a)/4=2$. Two ordinary hydrogens have the same sum, so all bonds are still exactly filled. The fault is electrostatic.

Let $q_m$ be the net charge per cell of plane $m$, pseudo-hydrogen planes included, with all planes drawn at equal spacing $a$. Let $C_m$ be the sum of the charges up to and including plane $m$. Since $q_m=C_m-C_{m-1}$ and the slab is neutral, the dipole is

$$
D=a\sum_m m\,(C_m-C_{m-1})=a\sum_m\big[m-(m+1)\big]C_m=-a\sum_m C_m .
$$

It grows with thickness unless $C_m$ averages to zero in the interior.

Consider first the slab with equal ends and the charges of part 1. Number its central plane 0. The two halves are equivalent and the total charge is zero, so the planes below the centre carry $-q_0/2$. Thus $C_{-1}=-q_0/2$ and $C_0=+q_0/2$. In the interior the plane charges alternate in sign, these two values repeat, and their mean is zero. In a thick insulating slab the charges near one end do not depend on what terminates the other end. Each end with its proper $z$ is therefore free of macroscopic surface charge, and this remains so when a cation end and an anion end are combined.

Now replace both pseudo-hydrogen species by ordinary hydrogen and keep the electron distribution fixed, as it is in this model when the levels and couplings are kept. At the cation end, taken as the bottom, the nuclear charge changes by

$$
2(1-z_c)=2\left(\frac{Z_c}{4}-1\right)=\frac{2Z_c-8}{4}=\frac{Z_c-Z_a}{4},
$$

where $8=Z_c+Z_a$ was used in the last step. All interior $C_m$ shift by this amount. The cation end is left with $-0.5\,e$ per cell for III-V and $-1\,e$ for II-VI, and the anion end with the opposite charge. The dipole then grows by $0.5\,ea$ or $1\,ea$ per plane when planes are added in pairs, which keeps the two ends as they are, so there is a macroscopic field across the slab. The growth computed from slabs of 20 and 24 planes has these values, and it vanishes to the printed four decimals with the proper charges. The screening of the field by a self-consistent electron density is outside the model.

### 3. The chain

**The gap.** The chain follows one line of bonds through the crystal; the other bonds of each atom are left out. Write its Hamiltonian as $H_0+W$, where $H_0$ contains the bonds and $W$ the couplings on the atoms. If every orbital belongs to a bond, then $H_0^2=R^2$, because this holds for each $2\times2$ block. The eigenvalues of $W$ are $\pm w$, and 0 on orbitals without a partner on the same atom. For a normalized state $\psi$ of energy $E$,

$$
|E|=\|(H_0+W)\psi\|\ge\|H_0\psi\|-\|W\psi\|\ge R-w. \tag{1}
$$

For $w<R$, which is assumed from here on, no state lies in $|E|<R-w$. This holds for the infinite chain and also for a finite chain with matched pseudo-hydrogens at both ends: matching cleans the gap.

The limits are reached in the infinite chain. Number the hybrids along it so that 1 and 2 sit on an atom of hybrid energy $d=\pm\delta$, and 3 and 4 on the next atom, of energy $-d$. Hybrid 0 is bonded to 1. With $x=E-d$ and $y=E+d$ the equations are

$$
\begin{aligned}
x\psi_1+w\psi_2+t\psi_0&=0, & x\psi_2+w\psi_1+t\psi_3&=0,\\
y\psi_3+t\psi_2+w\psi_4&=0, & y\psi_4+w\psi_3+t\psi_5&=0.
\end{aligned}\tag{2}
$$

For a state that repeats from cell to cell, $\psi_0=\psi_4$ and $\psi_5=\psi_1$. Try $\psi_2=\sigma\psi_1$ and $\psi_3=\sigma\psi_4$ with $\sigma=\pm1$. The first and last equations become $(x+\sigma w)\psi_1=-t\psi_4$ and $(y+\sigma w)\psi_4=-t\psi_1$; the other two are the same equations multiplied by $\sigma$. Hence

$$
(x+\sigma w)(y+\sigma w)=(E+\sigma w)^2-d^2=t^2,\qquad E=-\sigma w\pm R .
$$

These are four different energies, so they exhaust the repeating states. Among them are $R-w$, with $\sigma=+1$, and $-(R-w)$, with $\sigma=-1$. The gap is therefore $2(R-w)$.

**A function for the end.** Let the chain begin with hybrid 1. For an energy in the gap, solve the equations of hybrids 2, 3, … with a decaying amplitude, and define

$$
F(E)=E-d+w\,\frac{\psi_2}{\psi_1}=E-d-w^2\sum_j\frac{|a_j|^2}{E-E_j}. \tag{3}
$$

Here $E_j$ are the energies of the chain that remains when hybrid 1 is removed, and $a_j$ the amplitudes of its states on hybrid 2 (for a continuous spectrum the sum is an integral). The second form follows because $-w\psi_1$ acts as a source on hybrid 2.

In the remaining chain, hybrid 2 is bonded to 3, 4 to 5, and so on. Every orbital belongs to a bond, so by (1) no $E_j$ lies in the gap. $F$ is thus continuous there, and

$$
\frac{dF}{dE}=1+w^2\sum_j\frac{|a_j|^2}{(E-E_j)^2}\ge1 .
$$

At a gap edge the decaying solution goes over into the repeating one, for which $\psi_2/\psi_1=\sigma$. This gives

$$
F(R-w)=R-w-d+w=R-d,\qquad F(-R+w)=-R+w-d-w=-(R+d). \tag{4}
$$

**The bare end.** Without a partner, hybrid 1 obeys $x\psi_1+w\psi_2=0$, that is, $F(E)=0$. Since $R>|d|$, $F$ rises from a negative to a positive value, so there is exactly one gap state. Call its energy $E_d$.

To find it, compare with the first equation of (2), which shows that the decaying solution, continued to the left, has $\psi_0=0$. It is multiplied by a fixed factor $\lambda$ per cell, so $\psi_4=0$ too. Then $\psi_2=-x\psi_1/w$, and the third equation gives $\psi_3=-t\psi_2/y=tx\psi_1/(wy)$. Inserting both into the second and multiplying by $-wy/\psi_1$,

$$
x^2y-w^2y-t^2x=0,\quad\text{or}\quad (E-d)(E^2-d^2-t^2)=w^2(E+d). \tag{5}
$$

The fourth equation gives $\psi_5=-w\psi_3/t=-x\psi_1/y$, so

$$
\lambda=\frac{d-E}{d+E}. \tag{6}
$$

Decay requires $|\lambda|<1$, hence $Ed>0$. In the chain, the dangling bond of a cation lies in the upper half of the gap and that of an anion in the lower half. This does not carry over to the slab of part 1. On a (001) end atom the couplings of the difference of its two dangling hybrids to the other two hybrids cancel, so this combination is a state of energy $d+w_3$. For an anion it lies above the middle $-w_3$ of the empty interval when $w_3>\delta/2$.

**The closed end.** Attach a pseudo-hydrogen with amplitude $\phi$. The two equations at the end are

$$
F(E)\psi_1=-h\phi,\qquad (E-e)\phi=-h\psi_1 .
$$

Multiplying the first by $E-e$ and inserting the second gives the condition for a gap state,

$$
F(E)\,(E-e)=h^2. \tag{7}
$$

The right side is positive, so both factors must have the same sign.

- *Both positive:* $E$ lies above $E_d$ and $e$. Both factors grow with $E$, and the product rises from zero to its value at the upper edge, $(R-d)(R-w-e)$. There is one solution if $h^2$ is smaller than this value and none otherwise. If $e\ge R-w$, this range is absent from the gap, and the edge value is not positive, so the same criterion holds.
- *Both negative:* $E$ lies below $E_d$ and $e$. Going down in energy, the product rises from zero to its value at the lower edge, $(R+d)(R-w+e)$, and the same reasoning applies.

The gap is clean if and only if

$$
\boxed{h^2\ge(R-d)(R-w-e)\quad\text{and}\quad h^2\ge(R+d)(R-w+e).} \tag{8}
$$

The matched choice $e=-d$, $h^2=t^2=(R-d)(R+d)$ exceeds the two limits by $w(R-d)$ and $w(R+d)$.

Solved for the level, (8) reads

$$
R-w-\frac{h^2}{R-d}\;\le\; e\;\le\;\frac{h^2}{R+d}-(R-w). \tag{9}
$$

Such a level exists if $h^2\left[\frac1{R-d}+\frac1{R+d}\right]\ge2(R-w)$. The bracket equals $2R/(R^2-d^2)=2R/t^2$, so the coupling must satisfy

$$
h\ge h_{\min}=t\sqrt{1-w/R}. \tag{10}
$$

At $h=h_{\min}$ the window shrinks to one level. Using $h_{\min}^2=(R-d)(R+d)(R-w)/R$ in the left side of (9), it is $e=(R-w)\left[1-(R+d)/R\right]=-d(R-w)/R$.

**The role of the charge.** The nuclear charge does not appear in (8), so the right charge alone does not clean the gap. It does decide the filling. Start from the matched end and change $e$ and $h$ continuously. A solution of the first kind enters the gap through its upper edge, one of the second kind through its lower edge, and $E_d$ always separates them. With the right charge, and with the other end of the chain matched, a remaining state above $E_d$ is therefore empty and one below $E_d$ is filled. If the other end also leaves a state in the gap, the electrons occupy the lowest states of the whole chain. With one cation end and one anion end the assignment can then be reversed. The cation has $E_d>0$ and the anion $E_d<0$, so a state just below the cation's $E_d$ lies above a state just above the anion's $E_d$, and the electrons go to the latter.

In a real calculation the charge also influences $e$. A nucleus of charge $z$ with a single electron has its level at $-z^2/2$ hartree, deeper for $z=1.25$ than for $z=0.75$. This is the order that matching asks for: a low level on the cation, a high one on the anion. It is only an indication, because the pseudo-hydrogen holds $z$ electrons rather than one, and the level it then shows depends on how the method treats their repulsion. The actual $e$ and $h$ depend on the surroundings and the bond length, so the spectrum of the closed back surface has to be inspected.

### 4. Numbers

The parameters give $R=\sqrt{0.08^2+0.15^2}=0.17$ hartree and $R-w=0.05$ hartree. The gap is $0.10$ hartree, or $2.72$ eV.

**Bare ends.** For a cation end, $d=+0.08$ hartree, equation (5) has its gap solution at $E_d=0.0259$ hartree. By (6) the amplitude falls per cell by the factor $(0.0800-0.0259)/(0.0800+0.0259)\approx0.51$. The anion end has its state at $-0.0259$ hartree, with the same decay.

**Matched ends.** A chain of 160 atoms with matched pseudo-hydrogens has no gap state. Its smallest $|E|$ is $0.0501$ hartree, just above the bound (1).

**Window.** For $h=t$ on a cation end, (9) gives

$$
0.05-\frac{0.0225}{0.09}=-0.20\;\le\;e\;\le\;\frac{0.0225}{0.25}-0.05=0.04\ \text{hartree}.
$$

For an anion end the window is $-0.04$ to $0.20$ hartree. At full coupling the level thus has considerable freedom. The smallest usable coupling is $h_{\min}=0.15\sqrt{0.05/0.17}=0.081$ hartree, with $e=-0.024$ hartree on the cation.

**Two failures with the right charge**, both on a cation end:

- *Coupling too weak:* $e=-0.08$ and $h=0.05$ hartree. Here $h^2=0.0025$ is below the first limit in (8), $0.09\times0.13=0.0117$ hartree². An empty state remains at $+0.035$ hartree. The coupling has pushed it up from the bare level at $0.026$ hartree, but not as far as the band edge at $0.050$ hartree.
- *Level too high:* $e=+0.08$ and $h=0.15$ hartree. Now $h^2=0.0225$ is below the second limit, $0.25\times0.13=0.0325$ hartree². A filled state stands at $-0.046$ hartree, a little above the valence band edge.

In both cases the chain holds two electrons per bond, as the right charge demands, yet its closed end still has a state in the gap. The numerical check compares criterion (8) with direct diagonalization for 194 combinations of end atom, level and coupling, and the number of gap states agrees in each. Combinations close to a threshold were left out, because a finite chain blurs it.

## Table of computed values

```
delta, t = 0.08, 0.15 hartree
s-p splitting = 0.24 hartree
chain w, slab w3 = 0.12, 0.06 hartree
R = 0.1700 hartree
slab, cation ends, 11 planes: states below gap per cell = 24
slab, anion ends, 11 planes: states below gap per cell = 24
slab empty window = -0.1100 to -0.0100 hartree
III-V cation end: z = 1.25; with z=1 surplus electrons per surface cell = -0.50
III-V anion end: z = 0.75; with z=1 surplus electrons per surface cell = +0.50
II-VI cation end: z = 1.50; with z=1 surplus electrons per surface cell = -1.00
II-VI anion end: z = 0.50; with z=1 surplus electrons per surface cell = +1.00
IV-IV cation end: z = 1.00; with z=1 surplus electrons per surface cell = +0.00
IV-IV anion end: z = 1.00; with z=1 surplus electrons per surface cell = +0.00
III-V mixed slab: anion-end charge per cell, right z = 0.0000 e, z=1: 0.5000 e
II-VI mixed slab: anion-end charge per cell, right z = 0.0000 e, z=1: 1.0000 e
chain band edges = -/+ 0.0500 hartree
chain gap = 0.1000 hartree = 2.721 eV
bare cation end: gap state at +0.02595 hartree, amplitude ratio per cell = 0.5102
matched cation end: gap states = 0, smallest |E| = 0.05006 hartree
bare anion end: gap state at -0.02595 hartree, amplitude ratio per cell = 0.5102
matched anion end: gap states = 0, smallest |E| = 0.05006 hartree
F at lower, upper edge, cation end = -0.250, 0.090 hartree
F at lower, upper edge, anion end = -0.090, 0.250 hartree
window test: 194 end settings agree with diagonalization
clean levels for h=t, cation end: -0.2000 to +0.0400 hartree
clean levels for h=t, anion end: -0.0400 to +0.2000 hartree
minimum coupling = 0.0813 hartree
level at minimum coupling, cation end = -0.0235 hartree
weak coupling (e=-0.08, h=0.05 hartree): empty gap state at +0.03524 hartree
high level (e=+0.08, h=0.15 hartree): filled gap state at -0.04609 hartree
```
